\section*{QCISD from cancelling unlinked terms, and how it differs from CCSD, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two separated electron pairs}

Take a closed-shell unit with two electrons and two levels of different symmetry, so that the reference $|0\rangle$ couples only to one double excitation $|D\rangle=\tau|0\rangle$. Measure $H$ from the reference energy and set $\langle D|H|0\rangle=K$, $\langle D|H|D\rangle=\Delta$. For $\Psi=(1+t\tau)|0\rangle$ the projections of $(H-E)\Psi=0$ on $|0\rangle$ and $|D\rangle$ are
\begin{equation}
E=Kt,\qquad K+\Delta t=Et=Kt^2 ,
\label{eq:mono}
\end{equation}
and they are exact in this space. For two noninteracting copies A and B, doubles CI uses $1+t\tau_A+t\tau_B$. Then $E=2Kt$, and since $H$ does not connect $D_A$ with $D_B$, the projection on $D_A$ reads $K+\Delta t=2Kt^2$. The equation for A now contains the energy of B. The exact state is the product $(1+t\tau_A)(1+t\tau_B)|0\rangle$, whose extra term is $t^2\tau_A\tau_B=\tfrac12T_2^2$ with $T_2=t\tau_A+t\tau_B$, because $\tau_A^2=\tau_B^2=0$. De-exciting B gives $\langle D_A|H\tau_A\tau_B|0\rangle=K$, so
\begin{equation}
K+\Delta t+Kt^2=2Kt^2 ,
\end{equation}
which is Eq.~\eqref{eq:mono} again. The added term equals $Kt^2=Et-Kt^2$. It contains the unlinked product $Et$ and a remainder $-Kt^2$ that belongs to A alone. Deleting $Et$ without adding the remainder gives $K+\Delta t=0$ and $E=-K^2/\Delta$ per unit. That is CEPA(0): additive, but different from the root $\tfrac12\Delta-(\tfrac14\Delta^2+K^2)^{1/2}$ of Eq.~\eqref{eq:mono}, and divergent as $\Delta\to0$ where the exact value tends to $-|K|$. The terms that cancel the unlinked ones are therefore whole operator products, which contain the unlinked term together with a connected remainder and are not pure counterterms.

\section{Conventions}

Energies are in Rydberg, with $e^2=2$ absorbed into the integrals. Spin orbitals are real; $i,j,k,l$ are occupied in $|0\rangle$, $a,b,c,d$ are virtual, and an index symbol also denotes its annihilator. Indices that do not label the left-hand side are summed without restriction. With $H$ measured from the reference energy,
\begin{equation}
H=f_{pq}\{p^\dagger q\}+\tfrac14\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\},\quad
T_1=t_i^a\,a^\dagger i,\quad T_2=\tfrac14t_{ij}^{ab}\,a^\dagger b^\dagger ji ,
\end{equation}
where braces move the operators $c$ and $k^\dagger$, which annihilate $|0\rangle$, to the right with the sign of the permutation. The reference is Hartree--Fock, $f_{ia}=0$. $S$, $D$ and $T$ label $a^\dagger i|0\rangle$, $a^\dagger b^\dagger ji|0\rangle$ ($i<j$, $a<b$) and triples. With $P(ij)X_{ij}=X_{ij}-X_{ji}$, the state $X_{ij}^{ab}a^\dagger b^\dagger ji|0\rangle$ has the projection
\begin{equation}
\langle D|\cdots\rangle=P(ij)P(ab)X_{ij}^{ab},
\label{eq:proj}
\end{equation}
because four index orders give the same determinant; for a pair in which $X$ is already antisymmetric, $P$ is a factor 2.

CISD in intermediate normalization is
\begin{equation}
E=\langle0|HT_2|0\rangle,\qquad \langle\mu|H(1+T_1+T_2)|0\rangle=E\,t_\mu,\quad \mu\in S,D ,
\label{eq:cisd}
\end{equation}
where $\langle0|HT_1|0\rangle=f_{ia}t_i^a=0$ was used.

\section{Splitting the products}

Let $|C_{mn}\rangle$ be the coefficient of $x^my^n$ in $e^{-xT_1-yT_2}He^{xT_1+yT_2}|0\rangle$. It is a nested commutator of $H$ with $m$ operators $T_1$ and $n$ operators $T_2$; since the $T$ commute among themselves, each must share an index with the integral, and $C_{mn}$ is the connected part, written $(\ldots)_c$. Comparing powers in $He^T=e^T(e^{-T}He^T)$ gives
\begin{equation}
H\frac{T_1^mT_2^n}{m!\,n!}|0\rangle=\sum_{p,q}\frac{T_1^pT_2^q}{p!\,q!}|C_{m-p,n-q}\rangle .
\label{eq:split}
\end{equation}
Four facts are needed. $C_{00}=H|0\rangle$ has only doubles, because its reference part is zero by the choice of origin and its singles part is $f_{ai}=0$. The reference part of $C_{10}$ is $f_{ia}t_i^a=0$. The reference part of $C_{01}$ is $E$. An outer $T_1$ raises the excitation level by one and an outer $T_2$ by two.

For the linear terms, $HT_1|0\rangle=C_{10}+T_1C_{00}$ and $HT_2|0\rangle=C_{01}+T_2C_{00}$, and the second pieces are triples and quadruples. The left side of Eq.~\eqref{eq:cisd} is thus connected, and $Et_\mu$ is the only unlinked term. For the three quadratic products,
\begin{align}
HT_1T_2|0\rangle&=C_{11}+T_1C_{01}+T_2C_{10}+T_1T_2C_{00},\\
H\tfrac12T_2^2|0\rangle&=C_{02}+T_2C_{01}+\tfrac12T_2^2C_{00},\\
H\tfrac12T_1^2|0\rangle&=C_{20}+T_1C_{10}+\tfrac12T_1^2C_{00}.
\end{align}
The last term of each line lies above the doubles. On singles an outer $T_1$ picks the reference part of $C$; on doubles an outer $T_2$ picks the reference part and an outer $T_1$ the singles part $s_j^b$, for which $a^\dagger i\,b^\dagger j=a^\dagger b^\dagger ji$ and Eq.~\eqref{eq:proj} apply. Hence
\begin{align}
\langle S|HT_1T_2|0\rangle&=\langle S|C_{11}\rangle+E\,t_S,\label{eq:s11}\\
\langle D|H\tfrac12T_2^2|0\rangle&=\langle D|C_{02}\rangle+E\,t_D,\label{eq:d02}\\
\langle S|H\tfrac12T_1^2|0\rangle&=\langle S|C_{20}\rangle,\qquad \langle S|HT_2^2|0\rangle=0,\\
\langle D|H\tfrac12T_1^2|0\rangle&=\langle D|C_{20}\rangle+P(ij)P(ab)\,t_i^a\,\langle S_j^b|C_{10}\rangle,\\
\langle D|HT_1T_2|0\rangle&=\langle D|C_{11}\rangle+P(ij)P(ab)\,t_i^a\,\langle S_j^b|C_{01}\rangle .\label{eq:d11}
\end{align}
The zero holds because $H$ lowers the level by at most two. Only Eqs.~\eqref{eq:s11} and \eqref{eq:d02} contain $Et$. Adding them to CISD with weights $\alpha$ and $\beta$ leaves $(\alpha-1)Et_S$ and $(\beta-1)Et_D$, so cancellation fixes $\alpha=\beta=1$ and defines QCISD:
\begin{align}
\langle S|H(T_1+T_2+T_1T_2)|0\rangle&=E\,t_S,\nonumber\\
\langle D|H(1+T_1+T_2+\tfrac12T_2^2)|0\rangle&=E\,t_D,\label{eq:qci}
\end{align}
or, after $Et$ drops from both sides,
\begin{equation}
\langle S|C_{10}+C_{01}+C_{11}\rangle=0,\qquad\langle D|C_{00}+C_{10}+C_{01}+C_{02}\rangle=0 .
\label{eq:qcic}
\end{equation}

\section{Spin-orbital formulas}

\subsection{Terms without $T_1$}

The operators $a^\dagger$ and $i$ commute with $T$. For the others, $[k^\dagger,ji]=\delta_{kj}i-\delta_{ki}j$ and $[c,a^\dagger b^\dagger]=\delta_{ca}b^\dagger-\delta_{cb}a^\dagger$ give
\begin{equation}
u_c=[c,T_2]=\tfrac12t_{ij}^{cb}\,b^\dagger ji,\qquad w_k=[k^\dagger,T_2]=\tfrac12t_{ik}^{ab}\,a^\dagger b^\dagger i .
\end{equation}
Both commute with $T_2$, so $e^{-T_2}ce^{T_2}=c+u_c$ and $e^{-T_2}k^\dagger e^{T_2}=k^\dagger+w_k$ exactly. Each block of $H$ is evaluated by this substitution, moving the bare $c$, $k^\dagger$ to the right with the anticommutators
\begin{align}
A_{cd}&=[d,u_c]_+=\tfrac12t_{ij}^{cd}\,ji, & B_{kc}&=[k^\dagger,u_c]_+=t_{kj}^{cb}\,b^\dagger j,\nonumber\\
[k^\dagger,w_l]_+&=\tfrac12t_{kl}^{ab}\,a^\dagger b^\dagger, & k^\dagger A_{cd}|0\rangle&=t_{ik}^{cd}\,i|0\rangle,\quad k^\dagger B_{ld}|0\rangle=t_{kl}^{db}\,b^\dagger|0\rangle .
\end{align}
The Fock blocks $f_{ai}$ and $f_{kc}$ are kept here, since they become nonzero once $T_1$ is absorbed. The prefactor of a two-electron block is $\tfrac14$ times the number of equivalent index placements, 2 for each mixed occupied--virtual pair. The blocks that reach singles are
\begin{align}
f_{ai}a^\dagger i&\to f_{ai},\qquad f_{ld}\,l^\dagger d\to f_{ld}B_{ld}\to f_{ld}t_{li}^{da},\nonumber\\
\tfrac12\langle ka\|cd\rangle\{k^\dagger a^\dagger dc\}&=-\tfrac12\langle ka\|cd\rangle a^\dagger k^\dagger dc\to-\tfrac12\langle ka\|cd\rangle t_{ik}^{cd}=\tfrac12\langle ka\|cd\rangle t_{ki}^{cd},\nonumber\\
\tfrac12\langle kl\|ci\rangle\{k^\dagger l^\dagger ic\}&=\tfrac12\langle kl\|ci\rangle\, i\,k^\dagger l^\dagger c\to\tfrac12\langle kl\|ci\rangle t_{kl}^{ca}\,ia^\dagger\to-\tfrac12\langle kl\|ci\rangle t_{kl}^{ca}.
\label{eq:sing0}
\end{align}
Their terms of second order in $T_2$ are triples. The blocks that reach doubles at most linearly in $T_2$ are, with Eq.~\eqref{eq:proj} as the last step,
\begin{align}
\tfrac14\langle ab\|ij\rangle a^\dagger b^\dagger ji&\to\langle ab\|ij\rangle,\nonumber\\
f_{ac}a^\dagger u_c=\tfrac12f_{ac}t_{ij}^{cb}a^\dagger b^\dagger ji&\to P(ab)f_{ac}t_{ij}^{cb}=P(ab)f_{bc}t_{ij}^{ac},\nonumber\\
-f_{kj}\,jw_k=-\tfrac12f_{kj}t_{ik}^{ab}a^\dagger b^\dagger ji&\to-P(ij)f_{kj}t_{ik}^{ab},\nonumber\\
\tfrac14\langle kl\|ij\rangle ji\,[k^\dagger,w_l]_+=\tfrac18\langle kl\|ij\rangle t_{kl}^{ab}a^\dagger b^\dagger ji&\to\tfrac12\langle kl\|ij\rangle t_{kl}^{ab},\nonumber\\
\tfrac14\langle ab\|cd\rangle a^\dagger b^\dagger A_{cd}&\to\tfrac12\langle ab\|cd\rangle t_{ij}^{cd},\nonumber\\
\langle kb\|cj\rangle b^\dagger jB_{kc}=\langle kb\|cj\rangle t_{ki}^{ca}a^\dagger b^\dagger ji&\to P(ij)P(ab)\langle kb\|cj\rangle t_{ik}^{ac}.
\label{eq:doub0}
\end{align}
The blocks $\langle ab\|cj\rangle$ and $\langle kb\|ij\rangle$ raise the level by one and turn $T_2$ into triples. The last block is $\tfrac14\langle kl\|cd\rangle k^\dagger l^\dagger dc$. The two rightmost factors give $(A_{cd}+u_du_c)|0\rangle$. Applying $l^\dagger+w_l$ gives $t_{jl}^{cd}j+w_lA_{cd}+B_{ld}u_c-u_dB_{lc}$ plus a cubic term, and under the antisymmetric integral the last two combine to $2u_cB_{ld}$. Applying $k^\dagger$ to the first term gives $t_{kl}^{cd}$, so $E=\tfrac14\langle kl\|cd\rangle t_{kl}^{cd}$. The quadratic part is
\begin{equation}
w_k\,t_{jl}^{cd}j-w_l\,t_{jk}^{cd}j+[k^\dagger,w_l]_+A_{cd}+2B_{kc}B_{ld}-2u_c\,t_{kl}^{db}b^\dagger .
\end{equation}
The first two terms are equal under $k\leftrightarrow l$ and sum to $t_{ik}^{ab}t_{jl}^{cd}a^\dagger b^\dagger ij=-t_{ik}^{ab}t_{jl}^{cd}a^\dagger b^\dagger ji$. The others have coefficients $\tfrac14t_{kl}^{ab}t_{ij}^{cd}$, $2t_{ik}^{ac}t_{jl}^{bd}$ and $-t_{ij}^{ac}t_{kl}^{bd}$ of $a^\dagger b^\dagger ji$. Multiplying by $\tfrac14$ and projecting,
\begin{equation}
\langle D|C_{02}\rangle=\langle kl\|cd\rangle\Big[\tfrac14t_{ij}^{cd}t_{kl}^{ab}+\tfrac12P(ij)P(ab)t_{ik}^{ac}t_{jl}^{bd}-\tfrac12P(ab)t_{ij}^{ac}t_{kl}^{bd}-\tfrac12P(ij)t_{ik}^{ab}t_{jl}^{cd}\Big].
\label{eq:c02}
\end{equation}

\subsection{Absorbing $T_1$}

In the same way $e^{-T_1}ce^{T_1}=c+t_i^c\,i$ and $e^{-T_1}k^\dagger e^{T_1}=k^\dagger-t_k^a\,a^\dagger$. Substituting into the Hamiltonian before normal ordering and collecting the coefficients of $a^\dagger$ and $i$ shows that $\tilde H=e^{-T_1}He^{T_1}$ has the same form with
\begin{equation}
\langle a|\to\langle a|-t_k^a\langle k|,\qquad|i\rangle\to|i\rangle+t_i^c|c\rangle ,
\label{eq:dress}
\end{equation}
while occupied bras and virtual kets are unchanged. Since $e^{-T}He^T=e^{-T_2}\tilde He^{T_2}$, and no Hermiticity was used above, all $C_{mn}$ follow by dressing Eqs.~\eqref{eq:sing0}--\eqref{eq:c02} and sorting powers of $t_1$. The Fock matrix contains $\langle pk\|qk\rangle$, whose summed ket index is dressed too. With $F_{pq}=f_{pq}+\langle pk\|qc\rangle t_k^c$,
\begin{align}
\tilde f_{ld}&=F_{ld},\quad\tilde f_{bc}=F_{bc}-t_l^bF_{lc},\quad\tilde f_{kj}=F_{kj}+F_{kd}t_j^d,\nonumber\\
\tilde f_{ai}&=F_{ai}-t_l^aF_{li}+F_{ad}t_i^d-t_l^aF_{ld}t_i^d .
\end{align}
The reference energy $h_{kk}+\tfrac12\langle kl\|kl\rangle$ gains $f_{kc}t_k^c+\tfrac12\langle kl\|cd\rangle t_k^ct_l^d$, and $\langle kl\|cd\rangle$ itself is not dressed.

The QCISD singles residual takes the linear part of $\tilde f_{ai}$, the two bare integrals of Eq.~\eqref{eq:sing0}, and the singly dressed $\tilde f_{ld}$, $\langle ka\|cd\rangle$ and $\langle kl\|ci\rangle$. Using $\langle ak\|ic\rangle=\langle ka\|ci\rangle$ and $\langle lk\|dc\rangle=\langle kl\|cd\rangle$,
\begin{align}
0={}&f_{ac}t_i^c-f_{ki}t_k^a+\langle ka\|ci\rangle t_k^c+\tfrac12\langle ka\|cd\rangle t_{ki}^{cd}-\tfrac12\langle kl\|ci\rangle t_{kl}^{ca}\nonumber\\
&+\langle kl\|cd\rangle\big[t_k^ct_{li}^{da}-\tfrac12t_{ki}^{cd}t_l^a-\tfrac12t_{kl}^{ca}t_i^d\big].
\label{eq:qs}
\end{align}
The QCISD doubles residual is the sum of the six bare terms of Eq.~\eqref{eq:doub0}, Eq.~\eqref{eq:c02}, and the linear dressing of $\langle ab\|ij\rangle$,
\begin{equation}
\langle D|C_{10}\rangle=P(ij)\langle ab\|cj\rangle t_i^c-P(ab)\langle kb\|ij\rangle t_k^a .
\end{equation}
All terms of QCISD beyond the linear ones involve the single integral class $\langle kl\|cd\rangle$. A CCD code therefore needs $C_{10}$ in the doubles and Eq.~\eqref{eq:qs} in addition, and a spin-orbital CCSD code becomes QCISD when the terms of Section~\ref{sec:omit} are switched off.

\section{Additivity, two electrons, and the reference}

For noninteracting fragments with localized orbitals, every nonzero integral has all indices on one fragment. Localization within the occupied and within the virtual space is allowed, because Eq.~\eqref{eq:qci} is built from whole operators and $f_{ac}$, $f_{ki}$ were not assumed diagonal. Set all amplitudes with indices on both fragments to zero. In Eq.~\eqref{eq:qcic} every amplitude shares an index with the integral, so every surviving term has all its indices on one fragment. The mixed equations then read $0=0$, the others are the fragment equations, and $E=E_A+E_B$. This shows that the additive solution exists; the equations are nonlinear and may have others. With $\alpha\ne1$ the equation for $t_S$ on A keeps $(\alpha-1)E_B\,t_S$, and likewise for $\beta$.

For two electrons $T_1T_2|0\rangle=T_2^2|0\rangle=0$, since no third electron can be excited. Equation~\eqref{eq:qci} is then CISD, which is full CI, and Eqs.~\eqref{eq:s11} and \eqref{eq:d02} give $\langle S|C_{11}\rangle=-Et_S$ and $\langle D|C_{02}\rangle=-Et_D$, the general form of the remainder $-Kt^2$. This identity holds for arbitrary amplitudes, but as a check of signs it is only partial: for two electrons the second and third terms of Eq.~\eqref{eq:c02} cancel each other, as do the first and third terms in the bracket of Eq.~\eqref{eq:qs}, so reversing the common sign of either pair leaves the identity satisfied. Additivity alone does not exclude $\tfrac12T_1^2$ from the singles, where it is connected. It is excluded because it cancels nothing, and because $T_1^2|0\rangle\neq0$ for two electrons, so that adding it alone changes an exact equation.

If $f_{ia}\ne0$, the energy gains $E_1=f_{ia}t_i^a$, which neither added product supplies, so $-E_1t_\mu$ survives; moreover $T_1C_{00}$ puts the disconnected $P(ij)P(ab)t_i^af_{bj}$ into the doubles. Equation~\eqref{eq:qci} then loses additivity, whereas CCSD consists of the $C_{mn}$ only and keeps it.

\section{The CCSD terms left out}\label{sec:omit}

QCISD has been derived by adding to CISD the two whole products that cancel its unlinked terms, written out in spin orbitals, and shown to have an additive solution for noninteracting fragments with a Hartree--Fock reference and to be exact for two electrons. It remains to list the CCSD terms it omits, find the perturbation orders at which they enter the energy, and measure their effect in LiH.
